# Conical intersections in a magnetic field and the gap of H3: a program that tests the result

```python
"""
Conical intersections in a magnetic field, tested on H3.

Result under test: real Hamiltonians have intersections of codimension 2,
complex Hermitian ones of codimension 3. At equilateral H3 a perpendicular
field B splits the 2E' pair by |lambda| B (atomic units), where lambda is the
orbital angular momentum of E'+. With a small distortion q of the degenerate
vibration, gap^2 = (2 k |q|)^2 + (lambda B)^2. A field at angle theta to the
normal leaves a smallest gap |lambda B cos(theta)| over nearby shapes.

R: side of the equilateral triangle; k: slope of either sheet of the cone.
The three-electron states are full CI, two spin-up electrons and one spin-down.
The common spin Zeeman shift is omitted. Gauge origin: centroid of the nuclei.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants as constants
from pyscf import gto, fci

NO_FIELD = np.zeros(3)


def triangle(side, q=(0.0, 0.0)):
    """Nuclear positions; q is the Cartesian length of the E' distortion."""
    phase = np.exp(2j * np.pi * np.arange(3) / 3)
    z = (side * phase + (q[0] + 1j * q[1]) * phase.conj()) / np.sqrt(3)
    return np.column_stack([z.real, z.imag, np.zeros(3)])


def orbital_integrals(positions, basis):
    """Integrals in orthonormal orbitals from a short closed-shell H3+ loop."""
    mol = gto.M(atom=[("H", tuple(p)) for p in positions], unit="Bohr",
                basis=basis, charge=1, spin=0, verbose=0)
    n = mol.nao_nr()
    overlap = mol.intor("int1e_ovlp")
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e").reshape(n, n, n, n)
    fock = core
    for _ in range(10):
        c = eigh(fock, overlap)[1]
        density = np.outer(c[:, 0], c[:, 0])
        fock = (core + 2 * np.einsum("pqrs,rs->pq", eri, density)
                - np.einsum("prqs,rs->pq", eri, density))
    c = eigh(fock, overlap)[1]
    for _ in range(4):
        eri = np.tensordot(eri, c, axes=(0, 0))

    def transform(op):
        return c.T @ op @ c

    angular = -1j * mol.intor("int1e_cg_irxp", comp=3)
    second = mol.intor("int1e_rr").reshape(3, 3, n, n)
    position = mol.intor("int1e_r")
    return dict(n=n, core=transform(core), eri=eri,
                L=np.array([transform(m) for m in angular]),
                r=np.array([transform(m) for m in position]),
                rr=np.array([[transform(m) for m in row] for row in second]),
                repulsion=sum(1 / np.linalg.norm(positions[i] - positions[j])
                              for i in range(3) for j in range(i)))


def lowest_pair(ints, field):
    """Two lowest full-CI states as tensors C[up, up, down], by Davidson."""
    n = ints["n"]
    one = ints["core"]
    if np.any(field):
        tensor = np.dot(field, field) * np.eye(3) - np.outer(field, field)
        one = (one + 0.5 * np.einsum("a,apq->pq", field, ints["L"])
               + np.einsum("ab,abpq->pq", tensor, ints["rr"]) / 8)
    # Each electron belongs to two pairs, hence half of the one-body part.
    pair = ints["eri"].transpose(0, 2, 1, 3).reshape(n * n, n * n)
    pair = pair + 0.5 * (np.kron(one, np.eye(n)) + np.kron(np.eye(n), one))
    d = np.diag(pair).real.reshape(n, n)
    diagonal = d[:, :, None] + d[:, None, :] + d[None, :, :]

    def apply(vector):
        t = vector.reshape(n, n, n)
        up_up = (pair @ t.reshape(n * n, n)).reshape(n, n, n)
        up_down = (t.reshape(n, n * n) @ pair.T).reshape(n, n, n)
        return (up_up + up_down - up_down.transpose(1, 0, 2)).ravel()

    space = []
    for i in range(1, 5):
        guess = np.zeros((n, n, n), dtype=pair.dtype)
        guess[0, i, 0], guess[i, 0, 0] = np.sqrt(0.5), -np.sqrt(0.5)
        space.append(guess.ravel())
    V = np.array(space)
    HV = np.array([apply(v) for v in V])
    for _ in range(70):
        small = V.conj() @ HV.T
        energy, y = np.linalg.eigh((small + small.conj().T) / 2)
        states = [y[:, j] @ V for j in range(2)]
        residuals = [y[:, j] @ HV - energy[j] * states[j] for j in range(2)]
        sizes = [np.linalg.norm(res) for res in residuals]
        if max(sizes) < 2e-7:
            return (energy[:2] + ints["repulsion"],
                    [s.reshape(n, n, n) for s in states])
        for j in range(2):
            if sizes[j] < 2e-7:
                continue
            denominator = energy[j] - diagonal
            denominator = np.where(abs(denominator) < 0.1, -0.1, denominator)
            new = residuals[j].reshape(n, n, n) / denominator
            new = (new - new.transpose(1, 0, 2)).ravel()
            new = new / np.linalg.norm(new)
            for _ in range(3):
                new = new - (V.conj() @ new) @ V
                new = new / np.linalg.norm(new)
            V = np.vstack([V, new])
            HV = np.vstack([HV, apply(new)])
    raise RuntimeError("full CI did not converge")


def element(op, bra, ket):
    """Matrix element of a one-electron operator summed over electrons."""
    return (2 * np.vdot(bra, np.tensordot(op, ket, axes=(1, 0)))
            + np.vdot(bra, ket @ op.T))


def signed_moment(side, basis):
    """lambda of E'+, the state with C3 angular label +1, and its energy."""
    ints = orbital_integrals(triangle(side), basis)
    energy, s = lowest_pair(ints, NO_FIELD)
    assert energy[1] - energy[0] < 1e-8
    Lz = np.array([[element(ints["L"][2], a, b) for b in s] for a in s])
    values, w = np.linalg.eigh(Lz)
    assert abs(values.sum()) < 1e-5
    low = w[0, 0] * s[0] + w[1, 0] * s[1]
    high = w[0, 1] * s[0] + w[1, 1] * s[1]
    x, y = ints["r"][0], ints["r"][1]
    up = abs(element(x + 1j * y, low, high))
    down = abs(element(x - 1j * y, low, high))
    # Modulo three, x+iy takes label +1 to -1; x-iy does the reverse.
    assert min(up, down) < 1e-2 * max(up, down)
    return (values[1] if up > down else -values[1]), energy[0]


def gap(side, q, field, basis="cc-pvdz"):
    e, _ = lowest_pair(orbital_integrals(triangle(side, q), basis),
                       np.asarray(field, float))
    return e[1] - e[0]


def smallest_gap(side, field):
    """Minimize gap^2 over the two distortion coordinates by Newton steps."""
    centre = np.zeros(2)
    for h in (0.02, 0.001):
        def f(a, b):
            return gap(side, centre + h * np.array([a, b]), field) ** 2
        f0, fr, fl, fu, fd, fc = (f(0, 0), f(1, 0), f(-1, 0), f(0, 1),
                                  f(0, -1), f(1, 1))
        gradient = np.array([fr - fl, fu - fd]) / 2
        mixed = fc - fr - fu + f0
        hessian = np.array([[fr + fl - 2 * f0, mixed],
                            [mixed, fu + fd - 2 * f0]])
        centre = centre - h * np.linalg.solve(hessian, gradient)
    return gap(side, centre, field), np.linalg.norm(centre)


# Codimension from the volume of the nearly degenerate region.
rng = np.random.default_rng(7)
exponents = []
for is_complex in (False, True):
    a = rng.normal(size=(300000, 3, 3))
    if is_complex:
        a = a + 1j * rng.normal(size=a.shape)
    levels = np.linalg.eigvalsh((a + a.conj().transpose(0, 2, 1)) / 2)
    spacing = levels[:, 1] - levels[:, 0]
    exponents.append(np.log2(np.mean(spacing < 0.4) / np.mean(spacing < 0.2)))
assert abs(exponents[0] - 2) < 0.25 and abs(exponents[1] - 3) < 0.25
print(f"near-degeneracy exponent, real matrices: {exponents[0]:.2f}")
print(f"near-degeneracy exponent, complex matrices: {exponents[1]:.2f}")

# The angular momentum integrals must give +1 and -1 for an atomic p shell.
atom = gto.M(atom="H 0 0 0", basis="cc-pvdz", spin=1, verbose=0)
atomic_L = eigh(-1j * atom.intor("int1e_cg_irxp", comp=3)[2],
                atom.intor("int1e_ovlp"), eigvals_only=True)
assert np.allclose(atomic_L, [-1, 0, 0, 0, 1], atol=1e-10)

# Lowest point of the equilateral seam.
search = minimize_scalar(
    lambda s: lowest_pair(orbital_integrals(triangle(s), "cc-pvdz"),
                          NO_FIELD)[0][0],
    bounds=(1.6, 2.4), method="bounded", options={"xatol": 1e-3})
R = round(float(search.x), 3)
assert 1.65 < R < 2.35
moment, seam_energy = signed_moment(R, "cc-pvdz")
lam = abs(moment)
print(f"lowest seam point, cc-pVDZ: R = {R:.3f} bohr")
print(f"energy there, cc-pVDZ: {seam_energy:.6f} hartree")

# Independent full CI and transition density from pyscf.
ints = orbital_integrals(triangle(R), "cc-pvdz")
solver = fci.direct_spin1.FCISolver()
solver.verbose = 0
solver.conv_tol = 1e-12
solver.max_cycle = 200
e_ref, c_ref = solver.kernel(ints["core"], ints["eri"], ints["n"], (2, 1),
                             nroots=2)
assert np.allclose(np.array(e_ref) + ints["repulsion"], seam_energy, atol=1e-7)
transition = fci.direct_spin1.trans_rdm1(c_ref[0], c_ref[1], ints["n"], (2, 1))
lam_ref = abs(np.sum(ints["L"][2] * transition))
assert abs(lam_ref - lam) < 2e-4
print(f"lambda from pyscf transition density, cc-pVDZ: {lam_ref:.5f}")

moments = {"cc-pvdz": moment}
for basis in ("aug-cc-pvdz", "cc-pvtz"):
    moments[basis] = signed_moment(R, basis)[0]
for basis, value in moments.items():
    print(f"signed lambda at this R, {basis}: {value:.5f}")

for side in (1.6, 2.0, 2.5, 3.0, 4.0):
    value, _ = signed_moment(side, "cc-pvdz")
    print(f"seam scan, cc-pVDZ: R = {side:.1f} bohr, lambda = {value:.5f}")

# Perpendicular field: linear gap with a cubic correction.
tesla = constants["atomic unit of mag. flux density"][0]
print(f"atomic unit of magnetic field: {tesla:.6e} T")
slopes = {}
for B in (0.01, 0.02, 0.04, 0.08):
    g = gap(R, (0, 0), (0, 0, B))
    slopes[B] = g / B
    print(f"perpendicular B = {B:.2f} a.u.: gap = {g:.8f} hartree, "
          f"gap/B = {g / B:.6f}")
assert abs(slopes[0.01] / lam_ref - 1) < 5e-3
growth = (slopes[0.08] - slopes[0.04]) / (slopes[0.04] - slopes[0.02])
assert abs(growth - 4) < 0.5
print(f"growth ratio of gap/B differences (4 for cubic term): {growth:.3f}")

# Cone at zero field; opposite displacements cancel the quadratic warping.
step = 0.01
cone = [(gap(R, (step * np.cos(t), step * np.sin(t)), NO_FIELD)
         + gap(R, (-step * np.cos(t), -step * np.sin(t)), NO_FIELD))
        / (4 * step) for t in (0.0, 0.7)]
assert abs(cone[0] / cone[1] - 1) < 3e-3
k = np.mean(cone)
print(f"cone slope k along two directions: {cone[0]:.6f}, {cone[1]:.6f} "
      "hartree/bohr")

# Hyperbolic gap with distortion and field together.
q_test, B_test = 0.02, 0.01
measured = np.sqrt(np.mean([gap(R, (s * q_test, 0), (0, 0, B_test)) ** 2
                            for s in (1, -1)]))
predicted = np.hypot(2 * k * q_test, lam * B_test)
assert abs(measured / predicted - 1) < 1e-2
print(f"gap at |q| = {q_test} bohr, B = {B_test} a.u.: full CI "
      f"{measured:.7f}, hyperbola {predicted:.7f} hartree")

# Smallest gap over shapes for three orientations of one field strength.
B_tilt, azimuth = 0.02, np.radians(20)
print(f"tilt test: |B| = {B_tilt} a.u., in-plane azimuth 20 degrees")
for degrees in (0, 60, 90):
    theta = np.radians(degrees)
    field = B_tilt * np.array([np.sin(theta) * np.cos(azimuth),
                               np.sin(theta) * np.sin(azimuth),
                               np.cos(theta)])
    least, shift = smallest_gap(R, field)
    expected = lam * B_tilt * abs(np.cos(theta))
    print(f"theta = {degrees} deg: smallest gap {least:.3e}, predicted "
          f"{expected:.3e} hartree, shift {shift:.2e} bohr")
    if degrees < 90:
        assert abs(least / expected - 1) < 0.03
    else:
        unshifted = gap(R, (0, 0), field)
        assert least < 1e-6 and least < 0.05 * unshifted
        print(f"in-plane field, equilateral shape: gap {unshifted:.3e} hartree")

# Laboratory units; the Bohr magneton gives a second route to the gap.
hartree_eV = constants["Hartree energy in eV"][0]
magneton = constants["Bohr magneton in eV/T"][0]
wavenumber = constants["hartree-inverse meter relationship"][0] / 100
best = abs(moments["cc-pvtz"])
per_tesla = best / tesla
assert abs(per_tesla * hartree_eV / (2 * magneton * best) - 1) < 1e-7
print(f"gap at 1 T, cc-pVTZ: {per_tesla * hartree_eV * 1e6:.3f} microeV "
      f"= {per_tesla * wavenumber:.4f} cm^-1")
print(f"gap at 1000 T, cc-pVTZ: {1000 * per_tesla * hartree_eV * 1e3:.3f} meV "
      f"= {1000 * per_tesla * wavenumber:.1f} cm^-1")
print(f"|q| where cone gap equals field gap at 1000 T, cc-pVDZ: "
      f"{lam * 1000 / tesla / (2 * k):.3e} bohr")
print("every check passed")
```

Running it gives:

```
near-degeneracy exponent, real matrices: 1.95
near-degeneracy exponent, complex matrices: 2.82
lowest seam point, cc-pVDZ: R = 2.045 bohr
energy there, cc-pVDZ: -1.557569 hartree
lambda from pyscf transition density, cc-pVDZ: 0.79556
signed lambda at this R, cc-pvdz: 0.79556
signed lambda at this R, aug-cc-pvdz: 0.87504
signed lambda at this R, cc-pvtz: 0.83847
seam scan, cc-pVDZ: R = 1.6 bohr, lambda = 0.90225
seam scan, cc-pVDZ: R = 2.0 bohr, lambda = 0.80890
seam scan, cc-pVDZ: R = 2.5 bohr, lambda = 0.63105
seam scan, cc-pVDZ: R = 3.0 bohr, lambda = 0.41405
seam scan, cc-pVDZ: R = 4.0 bohr, lambda = 0.10295
atomic unit of magnetic field: 2.350518e+05 T
perpendicular B = 0.01 a.u.: gap = 0.00795501 hartree, gap/B = 0.795501
perpendicular B = 0.02 a.u.: gap = 0.01590626 hartree, gap/B = 0.795313
perpendicular B = 0.04 a.u.: gap = 0.03178221 hartree, gap/B = 0.794555
perpendicular B = 0.08 a.u.: gap = 0.06331511 hartree, gap/B = 0.791439
growth ratio of gap/B differences (4 for cubic term): 4.115
cone slope k along two directions: 0.143073, 0.143073 hartree/bohr
gap at |q| = 0.02 bohr, B = 0.01 a.u.: full CI 0.0097997, hyperbola 0.0098002 hartree
tilt test: |B| = 0.02 a.u., in-plane azimuth 20 degrees
theta = 0 deg: smallest gap 1.591e-02, predicted 1.591e-02 hartree, shift 2.14e-07 bohr
theta = 60 deg: smallest gap 7.954e-03, predicted 7.956e-03 hartree, shift 1.70e-04 bohr
theta = 90 deg: smallest gap 6.087e-08, predicted 9.743e-19 hartree, shift 2.27e-04 bohr
in-plane field, equilateral shape: gap 6.491e-05 hartree
gap at 1 T, cc-pVTZ: 97.068 microeV = 0.7829 cm^-1
gap at 1000 T, cc-pVTZ: 97.068 meV = 782.9 cm^-1
|q| where cone gap equals field gap at 1000 T, cc-pVDZ: 1.183e-02 bohr
every check passed
```
